# One metal, two contacts: thermionic resistivities on n-type and p-type material: test program

```python
"""Product of thermionic n-type and p-type specific contact resistivities.

Result under test, for one metal on one semiconductor:
    rho_n * rho_p = (k/(q T))**2 * exp(Eg/kT) / (A_n * A_p)
independent of phi_n, where phi_n + phi_p = Eg.
phi_n, phi_p : electron and hole barriers (eV);  Eg : band gap (eV)
A_n, A_p     : effective Richardson constants (A/cm^2/K^2)
rho          : 1/(dJ/dV) at zero bias (ohm cm^2)
The reference side integrates over electron states in both bands.
Material parameters are rough values typical of silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

q, h, hbar = const.e, const.h, const.hbar
m0, k_B = const.m_e, const.k
k_eV = k_B / q
A_free = 4 * np.pi * q * m0 * k_B**2 / h**3 / 1e4   # A/cm^2/K^2

T = 300.0
gap = 1.12
phi_n = 0.65
A_n, A_p = 110.0, 30.0
doping = 1e16                      # cm^-3, both contacts
band_density = 3e19                # cm^-3, both bands
eps = 11.7 * const.epsilon_0
mobility_n, mobility_p = 1200.0, 420.0   # cm^2/Vs
tunnel_mass_n, tunnel_mass_p = 0.19, 0.16
barrier_spread = 0.05              # eV, standard deviation
kT = k_eV * T
phi_p = gap - phi_n

# Gauss-Legendre grid for normal and transverse energy in units of kT
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = 20 * (nodes + 1), 20 * weights
energy_sum = nodes[:, None] + nodes[None, :]
weight_2d = weights[:, None] * weights[None, :]


def rho_kinetic(edge, band_sign, richardson, temp=T):
    """Zero-bias resistivity from electron states beyond a band edge.

    edge: band edge relative to the Fermi level (eV);
    band_sign: +1 for conduction states, -1 for valence states.
    """
    mass = richardson / A_free * m0
    z = edge / (k_eV * temp) + band_sign * energy_sum
    minus_df = 0.25 / np.cosh(z / 2)**2
    integral = np.sum(weight_2d * minus_df)
    conductance = 4*np.pi*mass*q**2*k_B*temp/h**3 * integral
    return 1e4 / conductance


def kinetic_pair(phi, temp=T, eg=gap):
    return (rho_kinetic(phi, 1, A_n, temp),
            rho_kinetic(phi - eg, -1, A_p, temp))


def rho_formula(phi, richardson, temp=T):
    return k_eV / (richardson*temp) * np.exp(phi / (k_eV*temp))


def product_formula(temp=T, eg=gap):
    return (k_eV/temp)**2 * np.exp(eg/(k_eV*temp)) / (A_n*A_p)


# Individual resistivities and the product over a range of barriers
product = product_formula()
sweep = [0.35, 0.45, 0.56, 0.65, 0.77]
rows = []
for phi in sweep:
    rn, rp = kinetic_pair(phi)
    assert abs(rn / rho_formula(phi, A_n) - 1) < 1e-5
    assert abs(rp / rho_formula(gap - phi, A_p) - 1) < 1e-5
    assert abs(rn * rp / product - 1) < 1e-5
    rows.append((phi, rn, rp, rn * rp))
rho_n, rho_p = kinetic_pair(phi_n)


# Current at finite bias, with a barrier that itself moves with bias
def current_density(bias, barrier_slope):
    mass = A_n / A_free * m0
    z = (phi_n + barrier_slope*bias)/kT + energy_sum
    difference = expit(-(z - bias/kT)) - expit(-z)
    flux = np.sum(weight_2d * difference)
    return 4*np.pi*mass*q*(k_B*T)**2/h**3 * flux / 1e4


dv = 1e-4
for slope in (0.0, 0.05):
    dj = current_density(dv, slope) - current_density(-dv, slope)
    assert abs(2*dv/dj / rho_formula(phi_n, A_n) - 1) < 1e-4

# Tenfold exchange and the metal with the smallest sum
decade_shift = kT * np.log(10)
shifted_n, shifted_p = kinetic_pair(phi_n - decade_shift)
assert abs(shifted_n / rho_n - 0.1) < 1e-5
assert abs(shifted_p / rho_p - 10) < 1e-3
best = minimize_scalar(lambda x: np.log(sum(kinetic_pair(x))),
                       bounds=(0.4, 0.75), method="bounded",
                       options={"xatol": 1e-8})
phi_balanced = gap/2 + kT/2*np.log(A_n/A_p)
assert abs(best.x - phi_balanced) < 1e-5
assert abs(np.exp(best.fun) / (2*np.sqrt(product)) - 1) < 1e-5

# Fermi statistics at a low electron barrier
phi_low = 0.05
low_n, low_p = kinetic_pair(phi_low)
low_factor = low_n * low_p / product
x_low = np.exp(-phi_low/kT)
assert abs(low_factor / (x_low/np.log1p(x_low)) - 1) < 1e-6


# Effects left out of the model
def band_bending(phi, density):
    return phi - kT*np.log(band_density/density)


def surface_field(phi, density):
    return np.sqrt(2*q*density*1e6*band_bending(phi, density)/eps)


def image_lowering(phi, density):
    return np.sqrt(q*surface_field(phi, density)/(4*np.pi*eps))


def lowering_numeric(phi, density):
    field = surface_field(phi, density)
    curvature = q*density*1e6/(2*eps)

    def drop(x_nm):
        x = x_nm*1e-9
        return field*x - curvature*x*x + q/(16*np.pi*eps*x)
    return minimize_scalar(drop, bounds=(0.2, 40),
                           method="bounded").fun


lower_n = image_lowering(phi_n, doping)
lower_p = image_lowering(phi_p, doping)
assert abs(lowering_numeric(phi_n, doping)/lower_n - 1) < 0.03
assert abs(lowering_numeric(phi_p, doping)/lower_p - 1) < 0.03


def image_factor(phi):
    total = image_lowering(phi, doping)
    total += image_lowering(gap - phi, doping)
    return np.exp(-total/kT)


image_factors = [image_factor(phi) for phi in sweep]
assert max(image_factors) < 1
assert max(image_factors)/min(image_factors) > 1.01


def e00(density, mass_ratio):
    return hbar/2*np.sqrt(density*1e6/(mass_ratio*m0*eps))


def wkb_exponent(e, bending, density, mass_ratio):
    root = np.sqrt(1 - e)
    shape = root - e*np.log((1 + root)/np.sqrt(e))
    return bending/e00(density, mass_ratio)*shape


# WKB exponent directly from the parabolic depletion barrier
vb = band_bending(phi_n, doping)
width = np.sqrt(2*eps*vb/(q*doping*1e6))
e_test = 0.3
direct = quad(lambda s: 2*width/hbar*np.sqrt(
    2*tunnel_mass_n*m0*q*vb*max((1-s)**2 - e_test, 0)),
    0, 1 - np.sqrt(e_test))[0]
closed = wkb_exponent(e_test, vb, doping, tunnel_mass_n)
assert abs(direct/closed - 1) < 1e-5


def tunnel_gain(phi, density, mass_ratio):
    """Conductance with tunnelling over conductance without it."""
    bending = band_bending(phi, density)

    def integrand(e):
        s = wkb_exponent(e, bending, density, mass_ratio)
        return np.exp(bending*(1-e)/kT - s)
    return 1 + bending/kT*quad(integrand, 0, 1, limit=300)[0]


def tunnel_pair(density):
    return (tunnel_gain(phi_n, density, tunnel_mass_n),
            tunnel_gain(phi_p, density, tunnel_mass_p))


gain_n, gain_p = tunnel_pair(doping)
heavy_n, heavy_p = tunnel_pair(1e18)
assert heavy_n > gain_n > 1 and heavy_p > gain_p > 1


def depletion_ratio(phi, mobility, richardson):
    """Depletion-layer resistance over thermionic resistivity."""
    bending = band_bending(phi, doping)
    w = np.sqrt(2*eps*bending/(q*doping*1e6))
    integral = quad(lambda s: np.exp(bending*((1-s)**2 - 1)/kT),
                    0, 1, limit=200)[0]*w*100
    layer = integral*np.exp(phi/kT)/(q*mobility*band_density)
    return layer/rho_formula(phi, richardson)


layer_n = depletion_ratio(phi_n, mobility_n, A_n)
layer_p = depletion_ratio(phi_p, mobility_p, A_p)

# Patches with a Gaussian spread of barriers conduct in parallel
offset = np.linspace(-6, 6, 241)
patch_weight = np.exp(-offset**2/2)
patch_weight /= patch_weight.sum()
patches = np.array([kinetic_pair(phi_n + barrier_spread*u)
                    for u in offset])
mean_g = np.sum(patch_weight[:, None]/patches, axis=0)
patch_factor = 1/(mean_g[0]*mean_g[1])/product
assert abs(patch_factor/np.exp(-(barrier_spread/kT)**2) - 1) < 2e-3

# Silicon (100): two valleys end-on and four side-on
m_t, m_l = 0.19, 0.92
A_100 = A_free*(2*m_t + 4*np.sqrt(m_t*m_l))

# Warm operation, with a rough linear narrowing of the gap
T_hot = 400.0
gap_hot = gap - 2.7e-4*(T_hot - T)
hot_n, hot_p = kinetic_pair(phi_n, T_hot, gap_hot)
product_hot = product_formula(T_hot, gap_hot)
assert abs(hot_n*hot_p/product_hot - 1) < 1e-4

print(f"Temperature {T:.0f} K, kT = {kT:.5f} eV")
print(f"Gap {gap:.2f} eV, phi_n {phi_n:.2f} eV, phi_p {phi_p:.2f} eV")
print(f"A_n {A_n:.0f}, A_p {A_p:.0f} A/cm^2/K^2")
print(f"Prefactor n: {k_eV/(A_n*T):.3e} ohm cm^2")
print(f"Prefactor p: {k_eV/(A_p*T):.3e} ohm cm^2")
print(f"phi_n/kT {phi_n/kT:.3f}, phi_p/kT {phi_p/kT:.3f}")
print(f"Eg/kT {gap/kT:.3f}")
print(f"rho_n = {rho_n:.4g} ohm cm^2")
print(f"rho_p = {rho_p:.4g} ohm cm^2")
print(f"Product, state integrals: {rho_n*rho_p:.5g} ohm^2 cm^4")
print(f"Product, formula: {product:.5g} ohm^2 cm^4")
print(f"Geometric mean: {np.sqrt(product):.4g} ohm cm^2")
print("phi_n (eV), rho_n, rho_p (ohm cm^2), product (ohm^2 cm^4)")
for phi, rn, rp, prod in rows:
    print(f"  {phi:.2f}  {rn:.4g}  {rp:.4g}  {prod:.5g}")
print(f"Barrier shift per decade: {decade_shift*1e3:.2f} meV")
print(f"Balanced phi_n: {phi_balanced:.4f} eV")
print(f"Smallest sum: {np.exp(best.fun):.4g} ohm cm^2")
print(f"At phi_n {phi_low:.2f} eV, true/formula: {low_factor:.4f}")
print("Neglected effects (separate estimates)")
print(f"Doping {doping:.0e} cm^-3, band density {band_density:.0e} cm^-3")
print(f"Mobilities n, p: {mobility_n:.0f}, {mobility_p:.0f} cm^2/Vs")
print(f"Tunnel masses n, p: {tunnel_mass_n}, {tunnel_mass_p} m0")
print(f"Band bending n, p: {vb:.3f}, "
      f"{band_bending(phi_p, doping):.3f} eV")
print(f"Surface field n, p: {surface_field(phi_n, doping)/1e8:.4f}, "
      f"{surface_field(phi_p, doping)/1e8:.4f} MV/cm")
print(f"Image lowering n, p: {lower_n*1e3:.1f}, {lower_p*1e3:.1f} meV")
print(f"Image factor on product: {image_factor(phi_n):.3f}")
print(f"Image factor over sweep: {min(image_factors):.3f} to "
      f"{max(image_factors):.3f}")
print(f"Tunnel conductance gain n, p: {gain_n:.2f}, {gain_p:.2f}")
print(f"Tunnel factor on product: {1/(gain_n*gain_p):.3f}")
print(f"Tunnel gain at 1e18 cm^-3 n, p: {heavy_n:.1f}, {heavy_p:.1f}")
print(f"E00 at {doping:.0e} cm^-3 n, p: "
      f"{e00(doping, tunnel_mass_n)*1e3:.2f}, "
      f"{e00(doping, tunnel_mass_p)*1e3:.2f} meV")
print(f"E00 at 1e20 cm^-3 n, p: {e00(1e20, tunnel_mass_n)*1e3:.0f}, "
      f"{e00(1e20, tunnel_mass_p)*1e3:.0f} meV")
print(f"Depletion/thermionic n, p: {layer_n:.3f}, {layer_p:.3f}")
print(f"Depletion factor on product: {(1+layer_n)*(1+layer_p):.3f}")
print(f"Barrier spread {barrier_spread*1e3:.0f} meV, "
      f"factor on product: {patch_factor:.4f}")
print(f"Apparent barrier sum with spread: "
      f"{gap - barrier_spread**2/kT:.3f} eV")
print(f"A_n from (100) masses {m_t}, {m_l} m0: {A_100:.0f} A/cm^2/K^2")
print(f"Its factor on product: {A_n/A_100:.3f}")
print(f"At {T_hot:.0f} K with gap {gap_hot:.3f} eV: "
      f"product {product_hot:.3e} ohm^2 cm^4")
print(f"Product ratio hot/300 K: {product_hot/product:.3e}")
print("tests ok")
```

Printed output:

```
Temperature 300 K, kT = 0.02585 eV
Gap 1.12 eV, phi_n 0.65 eV, phi_p 0.47 eV
A_n 110, A_p 30 A/cm^2/K^2
Prefactor n: 2.611e-09 ohm cm^2
Prefactor p: 9.575e-09 ohm cm^2
phi_n/kT 25.143, phi_p/kT 18.180
Eg/kT 43.324
rho_n = 217 ohm cm^2
rho_p = 0.753 ohm cm^2
Product, state integrals: 163.37 ohm^2 cm^4
Product, formula: 163.37 ohm^2 cm^4
Geometric mean: 12.78 ohm cm^2
phi_n (eV), rho_n, rho_p (ohm cm^2), product (ohm^2 cm^4)
  0.35  0.00198  8.252e+04  163.37
  0.45  0.09474  1724  163.37
  0.56  6.675  24.47  163.37
  0.65  217  0.753  163.37
  0.77  2.251e+04  0.007259  163.37
Barrier shift per decade: 59.53 meV
Balanced phi_n: 0.5768 eV
Smallest sum: 25.56 ohm cm^2
At phi_n 0.05 eV, true/formula: 1.0707
Neglected effects (separate estimates)
Doping 1e+16 cm^-3, band density 3e+19 cm^-3
Mobilities n, p: 1200, 420 cm^2/Vs
Tunnel masses n, p: 0.19, 0.16 m0
Band bending n, p: 0.443, 0.263 eV
Surface field n, p: 0.0370, 0.0285 MV/cm
Image lowering n, p: 21.3, 18.7 meV
Image factor on product: 0.212
Image factor over sweep: 0.210 to 0.223
Tunnel conductance gain n, p: 1.56, 1.47
Tunnel factor on product: 0.436
Tunnel gain at 1e18 cm^-3 n, p: 31.1, 19.7
E00 at 1e+16 cm^-3 n, p: 1.25, 1.36 meV
E00 at 1e20 cm^-3 n, p: 125, 136 meV
Depletion/thermionic n, p: 0.048, 0.050
Depletion factor on product: 1.100
Barrier spread 50 meV, factor on product: 0.0237
Apparent barrier sum with spread: 1.023 eV
A_n from (100) masses 0.19, 0.92 m0: 247 A/cm^2/K^2
Its factor on product: 0.446
At 400 K with gap 1.093 eV: product 8.304e-04 ohm^2 cm^4
Product ratio hot/300 K: 5.083e-06
tests ok
```
